# The Adiabatic-Connection Fluctuation-Dissipation Formula and Its RPA Form: verification in Python

```python
# ACFD and RPA correlation energy, Hartree atomic units.
# Exact: Ec = -(1/2pi) int_0^1 dlam int_0^inf dw Tr[v (chi_lam(iw) - chi_0(iw))], density fixed in lam
# RPA:   Ec = (1/2pi) int_0^inf dw Tr[ln(1 - chi_0 v) + chi_0 v]
# H_lam = T + lam W + sum_i u_i n_i, W = 1/2 sum v_ij (n_i n_j - delta_ij n_i), F_lam = <T + lam W>,
# Ec = <Psi|T+W|Psi> - <Phi|T+W|Phi>, Phi the Kohn-Sham determinant, chi the density response,
# Delta = orbital gaps, K = (ia|jb), Omega = RPA excitation energies.
# Systems: 4-site chain, two separated 2-site fragments (dispersion), uniform electron gas.
import numpy as np
import sympy as sp
from itertools import combinations
from numpy.linalg import eigh, eigvalsh, eigvals, pinv, solve
from numpy.polynomial.legendre import leggauss
from scipy.linalg import logm, block_diag
from scipy.integrate import solve_ivp, dblquad
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
pi = np.pi
def show(label, x, unit, nd=6):
    print(label, '=', ' '.join(f'{y:.{nd}f}' for y in np.atleast_1d(x)), unit)

xg, wg = leggauss(64)
freq, wfreq = (1 + xg) / (1 - xg), 2 * wg / (1 - xg) ** 2
def wint(f):
    return sum(c * f(w) for w, c in zip(freq, wfreq))
xl, wl = leggauss(10)
lams, wlam = (xl + 1) / 2, wl / 2

def soft(z1, z2):
    return 1 / np.sqrt((z1[:, None] - z2[None, :]) ** 2 + 1)
def hop(L, t):
    return -t * (np.eye(L, k=1) + np.eye(L, k=-1))
def sector(T1, n):
    L = len(T1)
    st = list(combinations(range(L), n))
    idx = {s: k for k, s in enumerate(st)}
    T, occ = np.zeros((len(st), len(st))), np.zeros((len(st), L))
    for k, s in enumerate(st):
        for m, q in enumerate(s):
            occ[k, q] = 1
            rest = [r for r in s if r != q]
            for p in range(L):
                if p not in rest:
                    sign = (-1) ** (m + sum(r < p for r in rest))
                    T[idx[tuple(sorted(rest + [p]))], k] += sign * T1[p, q]
    return T, occ
def build(T1, v, nu, nd):
    (Tu, ou), (Td, od) = sector(T1, nu), sector(T1, nd)
    T = np.kron(Tu, np.eye(len(Td))) + np.kron(np.eye(len(Tu)), Td)
    occ = (ou[:, None, :] + od[None, :, :]).reshape(-1, len(T1))
    W = 0.5 * np.einsum('ai,ij,aj->a', occ, v, occ) - 0.5 * occ @ np.diag(v)
    return T, occ, W

class Ground:
    def __init__(s, model, u, lam):
        T, occ, W = model
        s.H = T + np.diag(lam * W + occ @ u)
        E, C = eigh(s.H)
        s.E, s.psi, s.u, s.wn = E[0], C[:, 0], u, E[1:] - E[0]
        assert s.wn[0] > 1e-2
        s.n, s.W, s.T = s.psi ** 2 @ occ, s.psi ** 2 @ W, s.psi @ T @ s.psi
        s.M = C[:, 1:].T @ (occ * s.psi[:, None])
    def chi(s, w):
        return -2 * s.M.T @ (s.M * (s.wn / (s.wn ** 2 + w ** 2))[:, None])

def pairs(h, nocc):
    e, c = eigh(h)
    ia = [(i, a) for i in range(nocc) for a in range(nocc, len(h))]
    B = np.array([c[:, i] * c[:, a] for i, a in ia]).T
    return e, c, ia, B, np.array([e[a] - e[i] for i, a in ia])
def chi_orb(B, D, g=4):
    return lambda w: -(B * (g * D / (D ** 2 + w ** 2))) @ B.T
def a_eigs(c0, v):
    ev, U = eigh(v)
    assert ev.min() > 0
    r = (U * np.sqrt(ev)) @ U.T
    return eigvalsh(-r @ c0 @ r)
def rpa_integrand(c0, v):
    a = a_eigs(c0, v)
    return np.sum(np.log1p(a) - a)
def e_rpa(chi0, v):
    return wint(lambda w: rpa_integrand(chi0(w), v)) / (2 * pi)
def dyson(c0, v, lam=1.0):
    return solve(np.eye(len(v)) - lam * c0 @ v, c0)

# ---------------- four-site chain ----------------
L, t, d = 4, 0.5, 2.0
eps = np.array([0.4, -0.2, 0.1, -0.3])
z = d * np.arange(L)
v, T1 = soft(z, z), hop(L, t)
model = build(T1, v, 2, 2)
occ = model[1]
g1 = Ground(model, eps, 1.0)
n = g1.n
def invert(lam):
    u = eps + 0.5 * (1 - lam) * v @ n
    u = u - u.mean()
    for _ in range(100):
        g = Ground(model, u, lam)
        if np.abs(g.n - n).max() < 1e-12:
            return g
        du = pinv(g.chi(0.0), rcond=1e-10) @ (n - g.n)
        u = u + du * min(1.0, 0.5 / np.abs(du).max())
    raise RuntimeError('no inversion')
g0 = invert(0.0)
Ec_def = g1.T + g1.W - g0.T - g0.W
# Hellmann-Feynman at fixed density, and its failure at fixed potential
h = 1e-3
F = lambda g, lam: g.T + lam * g.W
dF = (F(invert(0.5 + h), 0.5 + h) - F(invert(0.5 - h), 0.5 - h)) / (2 * h)
assert abs(dF - invert(0.5).W) < 1e-6
dFu = (F(Ground(model, eps, 0.5 + h), 0.5 + h) - F(Ground(model, eps, 0.5 - h), 0.5 - h)) / (2 * h)
Wu = Ground(model, eps, 0.5).W
assert abs(dFu - Wu) > 1e-3
# chi(iw) from time propagation under eta*exp(w t)*n_0, w = 1
eta = 1e-3
def prop(rhs, y0):
    return solve_ivp(rhs, (-30, 0), y0.astype(complex), method='DOP853', rtol=1e-11, atol=1e-12).y[:, -1]
Hs = g1.H - g1.E * np.eye(len(g1.H))
def n_td(e):
    y = prop(lambda s, y: -1j * (Hs @ y + e * np.exp(s) * occ[:, 0] * y), g1.psi)
    return np.abs(y) ** 2 @ occ
col = (n_td(eta) - n_td(-eta)) / (2 * eta)
assert np.abs(col - g1.chi(1.0)[:, 0]).max() < 1e-5
# fluctuation-dissipation theorem
fluct = occ.T @ (occ * (g1.psi ** 2)[:, None]) - np.outer(n, n)
fdt = -wint(g1.chi) / pi
assert np.abs(fluct - fdt).max() < 1e-9
# Kohn-Sham orbitals, chi_0, exchange
hks = T1 + np.diag(g0.u)
e, c, ia, B, D = pairs(hks, 2)
chi0 = chi_orb(B, D)
assert np.abs(chi0(0.7) - g0.chi(0.7)).max() < 1e-10
gam = c[:, :2] @ c[:, :2].T
EH, Ex = 0.5 * n @ v @ n, -np.sum(gam ** 2 * v)
Ex_fdt = -wint(lambda w: np.trace(v @ chi0(w))) / (2 * pi) - 0.5 * np.diag(v) @ n
assert abs(Ex - Ex_fdt) < 1e-9 and abs(g0.W - EH - Ex) < 1e-9
# exact ACFD
def Wc_exact(lam):
    g = invert(lam)
    val = -wint(lambda w: np.trace(v @ (g.chi(w) - chi0(w)))) / (2 * pi)
    assert abs(val - (g.W - g0.W)) < 1e-9
    return val
Ec_acfd = sum(c_ * Wc_exact(l) for l, c_ in zip(lams, wlam))
assert abs(Ec_acfd - Ec_def) < 1e-8
# RPA Dyson equation against time-dependent Hartree propagation
def n_tdh(e_):
    def rhs(s, y):
        p = y.reshape(L, 2)
        pot = v @ (2 * np.sum(np.abs(p) ** 2, 1) - n) + e_ * np.exp(s) * np.eye(L)[0]
        return (-1j * (hks @ p + pot[:, None] * p)).ravel()
    return 2 * np.sum(np.abs(prop(rhs, c[:, :2].ravel()).reshape(L, 2)) ** 2, 1)
colh = (n_tdh(eta) - n_tdh(-eta)) / (2 * eta)
assert np.abs(colh - dyson(chi0(1.0), v)[:, 0]).max() < 1e-5
# RPA energy: lambda quadrature, logarithm, excitation energies
def Wc_rpa(lam):
    return -wint(lambda w: np.trace(v @ (dyson(chi0(w), v, lam) - chi0(w)))) / (2 * pi)
Er_lam = sum(c_ * Wc_rpa(l) for l, c_ in zip(lams, wlam))
Er_log = e_rpa(chi0, v)
assert abs(Er_lam - Er_log) < 1e-9 and Er_log < 0
a1 = a_eigs(chi0(1.0), v)
assert a1.min() > -1e-12
X = chi0(1.0) @ v
assert abs(np.trace(logm(np.eye(L) - X) + X) - rpa_integrand(chi0(1.0), v)) < 1e-10
K = B.T @ v @ B
A = np.diag(D) + 2 * K
ev = eigvals(np.block([[A, 2 * K], [-2 * K, -A]]))
assert np.abs(ev.imag).max() < 1e-10
Om = np.sort(ev.real[ev.real > 0])
sD = np.sqrt(D)
assert np.allclose(Om ** 2, eigvalsh(sD[:, None] * (np.diag(D) + 4 * K) * sD[None, :]), atol=1e-10)
assert abs(np.linalg.det(np.eye(L) - X) - np.prod(Om ** 2 + 1) / np.prod(D ** 2 + 1)) < 1e-10
Er_pl = 0.5 * (Om.sum() - np.trace(A))
assert abs(Er_pl - Er_log) < 1e-9
# second order
E2d = -2 * np.sum(K ** 2 / (D[:, None] + D[None, :]))
assert abs(E2d + wint(lambda w: np.trace(chi0(w) @ v @ chi0(w) @ v)) / (4 * pi)) < 1e-10
s_ = 1e-3
assert abs(e_rpa(chi0, s_ * v) / s_ ** 2 / E2d - 1) < 5e-3
E2x = sum(K[p, q] * K[ia.index((i, b)), ia.index((j, a))] / (D[p] + D[q])
          for p, (i, a) in enumerate(ia) for q, (j, b) in enumerate(ia))
h = 0.01
ga, gb = invert(h), invert(2 * h)
du = (4 * ga.u - gb.u - 3 * g0.u) / (2 * h)
f1 = c.T @ (np.diag(v @ n + du) - v * gam) @ c
E2s = -2 * sum(f1[i, a] ** 2 / D[p] for p, (i, a) in enumerate(ia))
ec = lambda g, l: (g.E - g.u @ n - (g0.E - g0.u @ n) - l * g0.W) / l ** 2
E2_num = 2 * ec(ga, h) - ec(gb, 2 * h)
assert abs(E2_num / (E2d + E2x + E2s) - 1) < 1e-3 and abs(E2_num / E2d - 1) > 0.1
# one electron: W vanishes, RPA does not
assert np.abs(build(T1, v, 1, 0)[2]).max() < 1e-14
_, _, _, B1, D1 = pairs(T1 + np.diag(eps), 1)
Er_one = e_rpa(chi_orb(B1, D1, 2), v)
assert Er_one < -1e-3

show('chain t', t, 'Ha', 2); show('chain spacing', d, 'bohr', 2)
show('site energies', eps, 'Ha', 2); show('v_0j', v[0], 'Ha')
show('density', n, 'electrons'); show('KS potential (zero mean)', g0.u, 'Ha')
show('KS orbital energies', e, 'Ha'); show('EH, Ex Fock, Ex from chi0', [EH, Ex, Ex_fdt], 'Ha')
show('lam=0.5 fixed n: dF/dlam, <W>', [dF, invert(0.5).W], 'Ha')
show('lam=0.5 fixed u: dF/dlam, <W>', [dFu, Wu], 'Ha')
show('chi_00(i 1Ha) propagated, Lehmann', [col[0], g1.chi(1.0)[0, 0]], '1/Ha')
show('RPA chi_00(i 1Ha) TD Hartree, Dyson', [colh[0], dyson(chi0(1.0), v)[0, 0]], '1/Ha')
show('<dn0 dn0>, <dn0 dn1> direct', fluct[0, :2], '(number)')
show('<dn0 dn0>, <dn0 dn1> from chi', fdt[0, :2], '(number)')
lp = [0.25, 0.5, 0.75, 1.0]
show('lam', lp, '(number)', 2)
show('Wc exact', [Wc_exact(l) for l in lp], 'Ha'); show('Wc RPA', [Wc_rpa(l) for l in lp], 'Ha')
show('Tc, Uc', [g1.T - g0.T, g1.W - g0.W], 'Ha')
show('Ec definition, ACFD', [Ec_def, Ec_acfd], 'Ha', 8)
show('a_k at w=1 Ha', np.abs(a1), '(number)')
show('RPA integrand at w=1 Ha', rpa_integrand(chi0(1.0), v), '(number)')
show('Delta', D, 'Ha'); show('K diagonal', np.diag(K), 'Ha'); show('Omega', Om, 'Ha')
show('Ec RPA lam, log, plasmon', [Er_lam, Er_log, Er_pl], 'Ha', 8)
show('Ec exact, RPA', [Ec_def * EV, Er_log * EV], 'eV', 4)
show('E2 direct, exchange, singles', [E2d, E2x, E2s], 'Ha')
show('E2 sum, small-lam exact', [E2d + E2x + E2s, E2_num], 'Ha')
show('one-electron Ec RPA', Er_one, 'Ha')

# ---------------- dispersion: two collinear neutral two-site fragments ----------------
zz = np.array([-d / 2, d / 2])
v2, ts = soft(zz, zz), (0.5, 0.25)
c0s = [chi_orb(*pairs(hop(2, tt), 1)[3:]) for tt in ts]
mods = [build(hop(2, tt), v2, 1, 1) for tt in ts]
gs = [Ground(m, np.zeros(2), 1.0) for m in mods]
alpha = lambda chi: -zz @ chi @ zz
C_rpa = 2 / pi * wint(lambda w: alpha(dyson(c0s[0](w), v2)) * alpha(dyson(c0s[1](w), v2)))
C_bare = 2 / pi * wint(lambda w: alpha(c0s[0](w)) * alpha(c0s[1](w)))
C_ex = 2 / pi * wint(lambda w: alpha(gs[0].chi(w)) * alpha(gs[1].chi(w)))
Dl, K2 = 2 * np.array(ts), (v2[0, 0] - v2[0, 1]) / 2
Ol = np.sqrt(Dl ** 2 + 4 * Dl * K2)
assert abs(C_rpa / (Dl.prod() * d ** 4 / (Ol.prod() * Ol.sum())) - 1) < 1e-9
def eint_rpa(R):
    zt = np.concatenate([zz, zz + R]); vt = soft(zt, zt)
    return e_rpa(lambda w: block_diag(c0s[0](w), c0s[1](w)), vt) - sum(e_rpa(x, v2) for x in c0s)
def eint_block(R):
    vab = soft(zz, zz + R)
    f = lambda w: np.sum(np.log1p(-eigvals(dyson(c0s[0](w), v2) @ vab @ dyson(c0s[1](w), v2) @ vab.T).real))
    return wint(f) / (2 * pi)
def eint_exact(R):
    cross = (mods[0][1] - 1) @ soft(zz, zz + R) @ (mods[1][1] - 1).T
    H = np.kron(gs[0].H, np.eye(4)) + np.kron(np.eye(4), gs[1].H) + np.diag(cross.ravel())
    return eigvalsh(H)[0] - gs[0].E - gs[1].E
assert abs(eint_rpa(6.0) / eint_block(6.0) - 1) < 1e-8
Rs = np.array([20.0, 40.0])
r6 = np.array([-eint_rpa(R) * R ** 6 for R in Rs])
r6x = np.array([-eint_exact(R) * R ** 6 for R in Rs])
# finite fragment size and softening give a relative correction near 2/R^2
assert np.all(np.abs(r6 / C_rpa - 1) < 3 / Rs ** 2) and np.all(np.abs(r6x / C_ex - 1) < 3 / Rs ** 2)
assert 3.5 < (r6[0] / C_rpa - 1) / (r6[1] / C_rpa - 1) < 4.5
assert abs(r6[1] / C_bare - 1) > 0.2 and abs(C_rpa / C_ex - 1) > 0.01
x_, y_, z_, R_ = sp.symbols('x y z R', positive=True)
Tt = sp.hessian(1 / sp.sqrt(x_ ** 2 + y_ ** 2 + z_ ** 2), (x_, y_, z_)).subs({x_: 0, y_: 0, z_: R_})
assert sp.simplify((Tt * Tt).trace() - 6 / R_ ** 6) == 0 and sp.simplify(Tt[2, 2] - 2 / R_ ** 3) == 0
show('fragments tA, tB', ts, 'Ha', 2); show('K fragment', K2, 'Ha')
show('Delta A,B', Dl, 'Ha', 2); show('Omega A,B', Ol, 'Ha')
show('alpha(0) RPA A,B', [alpha(dyson(x(0.0), v2)) for x in c0s], 'bohr^3', 4)
show('alpha(0) exact A,B', [alpha(g.chi(0.0)) for g in gs], 'bohr^3', 4)
show('C bare, RPA, exact', [C_bare, C_rpa, C_ex], 'Ha bohr^6', 4)
show('R', Rs, 'bohr', 1)
show('-R^6 Eint RPA', r6, 'Ha bohr^6', 4); show('-R^6 Eint exact', r6x, 'Ha bohr^6', 4)
show('Eint RPA R=6 bohr: full, block', [1e3 * eint_rpa(6.0), 1e3 * eint_block(6.0)], 'mHa')

# ---------------- uniform electron gas ----------------
def Flind(z, u):
    return (0.5 + (1 - z * z + u * u) / (8 * z) * np.log1p(4 * z / ((z - 1) ** 2 + u * u))
            - 0.5 * u * np.arctan2(2 * u, u * u + z * z - 1))
def F_def(z, u):  # sum over pairs k < kF < |k+q|, kF = 1
    q = 2 * z; w = q * u
    low = lambda k: float(np.clip((1 - k * k - q * q) / (2 * k * q), -1, 1))
    f = lambda mu, k: k * k * (k * q * mu + q * q / 2) / ((k * q * mu + q * q / 2) ** 2 + w * w)
    return dblquad(f, 1e-12, 1, low, 1, epsabs=1e-9, epsrel=1e-9)[0]
for zt_, ut_ in [(0.3, 0.5), (0.8, 1.2), (1.5, 0.4)]:
    assert abs(F_def(zt_, ut_) - Flind(zt_, ut_)) < 1e-6
def loggrid(a, b, npan):
    x, w = leggauss(8); ed = np.linspace(np.log(a), np.log(b), npan + 1)
    s = ((ed[1:] + ed[:-1])[:, None] + np.diff(ed)[:, None] * x).ravel() / 2
    return np.exp(s), (np.diff(ed)[:, None] * w / 2).ravel() * np.exp(s)
rs = 2.0
kF, rho = (9 * pi / 4) ** (1 / 3) / rs, np.array([3 / (4 * pi * rs ** 3)])
def gas(npan, by_lambda=False):
    u, wu = loggrid(1e-7, 1e7, 2 * npan)
    (za, wa), (zb, wb) = loggrid(1e-4, 1, npan), loggrid(1, 300, npan)
    zq, wz = np.concatenate([za, zb])[:, None], np.concatenate([wa, wb])
    x = Flind(zq, u[None, :]) / (pi * kF * zq ** 2)
    if by_lambda:
        ll, wll = loggrid(1e-12, 1, 6)
        g = sum(-c_ * l * x * x / (1 + l * x) for l, c_ in zip(ll, wll))
    else:
        g = np.log1p(x) - x
    return 12 * kF ** 2 / pi * wz @ (zq ** 3 * g) @ wu
ec_gas = gas(20)
assert abs(ec_gas - gas(30)) < 1e-6 and abs(ec_gas - gas(20, True)) < 1e-5
xc = lambda name: libxc.eval_xc(name, rho, spin=0, deriv=1)[0][0]
pw_rpa, pw, slater = xc(',LDA_C_PW_RPA'), xc(',LDA_C_PW'), xc('SLATER,')
assert abs(ec_gas - pw_rpa) < 3e-4  # the reference is a parametrized fit
assert ec_gas < pw - 0.01
u, wu = loggrid(1e-7, 1e7, 40)
S0 = lambda zq: 6 * zq / pi * (Flind(zq, u) @ wu)
assert abs(S0(0.5) - (1.5 * 0.5 - 0.5 * 0.5 ** 3)) < 1e-5 and abs(S0(1.5) - 1) < 1e-5
ex_gas = 2 * kF / pi * sum(c_ * (S0(l) - 1) for l, c_ in zip(lams, wlam))
assert abs(ex_gas - slater) < 1e-5
show('gas rs', rs, 'bohr', 2); show('kF', kF, '1/bohr'); show('n', rho, '1/bohr^3')
show('F(0.3,0.5) formula, pair sum', [Flind(0.3, 0.5), F_def(0.3, 0.5)], '(number)')
show('S0(z=0.5), S0(z=1.5)', [S0(0.5), S0(1.5)], '(number)', 5)
show('eps_x from chi0, Slater', [ex_gas, slater], 'Ha/electron', 5)
show('eps_c RPA, PW-RPA fit, PW92', [ec_gas, pw_rpa, pw], 'Ha/electron', 5)
show('eps_c RPA, PW92', [ec_gas * EV, pw * EV], 'eV/electron', 3)
show('eps_c RPA - PW92', ec_gas - pw, 'Ha/electron', 5)
print('all tests passed')
```

It prints:

```
chain t = 0.50 Ha
chain spacing = 2.00 bohr
site energies = 0.40 -0.20 0.10 -0.30 Ha
v_0j = 1.000000 0.447214 0.242536 0.164399 Ha
density = 0.711053 1.184684 0.657111 1.447153 electrons
KS potential (zero mean) = 0.078786 -0.109977 0.238393 -0.207202 Ha
KS orbital energies = -0.799946 -0.375123 0.316388 0.858681 Ha
EH, Ex Fock, Ex from chi0 = 4.065991 -1.485162 -1.485162 Ha
lam=0.5 fixed n: dF/dlam, <W> = 2.532135 2.532135 Ha
lam=0.5 fixed u: dF/dlam, <W> = 2.401684 2.609782 Ha
chi_00(i 1Ha) propagated, Lehmann = -0.344876 -0.344876 1/Ha
RPA chi_00(i 1Ha) TD Hartree, Dyson = -0.306193 -0.306193 1/Ha
<dn0 dn0>, <dn0 dn1> direct = 0.359884 -0.307365 (number)
<dn0 dn0>, <dn0 dn1> from chi = 0.359884 -0.307365 (number)
lam = 0.25 0.50 0.75 1.00 (number)
Wc exact = -0.025219 -0.048693 -0.070296 -0.089933 Ha
Wc RPA = -0.042385 -0.074948 -0.101093 -0.122749 Ha
Tc, Uc = 0.042484 -0.089933 Ha
Ec definition, ACFD = -0.04744848 -0.04744848 Ha
a_k at w=1 Ha = 0.000000 0.142677 0.379208 0.451642 (number)
RPA integrand at w=1 Ha = -0.145948 (number)
Delta = 1.116334 1.658627 0.691511 1.233805 Ha
K diagonal = 0.124216 0.128745 0.158320 0.103557 Ha
Omega = 0.928924 1.193704 1.559336 1.906875 Ha
Ec RPA lam, log, plasmon = -0.07055688 -0.07055688 -0.07055688 Ha
Ec exact, RPA = -1.2911 -1.9200 eV
E2 direct, exchange, singles = -0.098206 0.047820 -0.001736 Ha
E2 sum, small-lam exact = -0.052121 -0.052121 Ha
one-electron Ec RPA = -0.022888 Ha
fragments tA, tB = 0.50 0.25 Ha
K fragment = 0.276393 Ha
Delta A,B = 1.00 0.50 Ha
Omega A,B = 1.451059 0.895983 Ha
alpha(0) RPA A,B = 1.8997 2.4913 bohr^3
alpha(0) exact A,B = 2.2334 2.4358 bohr^3
C bare, RPA, exact = 10.6667 2.6217 2.8030 Ha bohr^6
R = 20.0 40.0 bohr
-R^6 Eint RPA = 2.6345 2.6250 Ha bohr^6
-R^6 Eint exact = 2.8168 2.8065 Ha bohr^6
Eint RPA R=6 bohr: full, block = -0.058453 -0.058453 mHa
gas rs = 2.00 bohr
kF = 0.959579 1/bohr
n = 0.029842 1/bohr^3
F(0.3,0.5) formula, pair sum = 0.427291 0.427291 (number)
S0(z=0.5), S0(z=1.5) = 0.68750 1.00000 (number)
eps_x from chi0, Slater = -0.22908 -0.22908 Ha/electron
eps_c RPA, PW-RPA fit, PW92 = -0.06180 -0.06180 -0.04476 Ha/electron
eps_c RPA, PW92 = -1.682 -1.218 eV/electron
eps_c RPA - PW92 = -0.01704 Ha/electron
all tests passed
```
